# Exchange-correlation matrices for Laplacian functionals and the GGA kernel contraction, part 2

The problem is to compute the exchange-correlation matrix $V$ and its first-order change $K$ with real Gaussian basis functions $\phi_\mu$, and to find which basis derivatives are needed. Hartree atomic units are used. The state is spin-restricted, and the symmetric density matrix $P$ includes the occupation numbers:

$$
\rho=\sum_{\mu\nu}P_{\mu\nu}\phi_\mu\phi_\nu,\qquad
\tau=\tfrac12\sum_{\mu\nu}P_{\mu\nu}\nabla\phi_\mu\cdot\nabla\phi_\nu. \tag{3}
$$

$$
\nabla\rho=2\sum_{\mu\nu}P_{\mu\nu}\,\phi_\nu\nabla\phi_\mu. \tag{4}
$$

With $\sigma=|\nabla\rho|^2$ and $\ell=\nabla^2\rho$, the matrix is

$$
V_{\mu\nu}=\int\Big[f_\rho\,\phi_\mu\phi_\nu+2f_\sigma\,\nabla\rho\cdot\nabla(\phi_\mu\phi_\nu)+\tfrac12 f_\tau\,\nabla\phi_\mu\cdot\nabla\phi_\nu+f_\ell\,\nabla^2(\phi_\mu\phi_\nu)\Big]d\mathbf r, \tag{1}
$$

where subscripts on $f$ denote partial derivatives. For a generalized gradient approximation (GGA), $f(\rho,\sigma)$, a trial density $\rho'$ causes the change

$$
K_{\mu\nu}=\int\Big\{(f_{\rho\rho}\rho'+f_{\rho\sigma}\sigma')\,\phi_\mu\phi_\nu+2\big[(f_{\rho\sigma}\rho'+f_{\sigma\sigma}\sigma')\nabla\rho+f_\sigma\nabla\rho'\big]\cdot\nabla(\phi_\mu\phi_\nu)\Big\}d\mathbf r, \tag{2}
$$

with $\sigma'=2\nabla\rho\cdot\nabla\rho'$. On grid points $\mathbf r_g$ with weights $w_g$, the energy is

$$
E=\sum_g w_g\,f\big(\rho,\sigma,\tau,\ell\big)_{\mathbf r_g}. \tag{7}
$$

Equation (1), read as a grid sum, is its exact derivative, $dE=\operatorname{tr}(V\,dP)$. If $f$ is independent of $\tau$ and surface terms vanish, $V_{\mu\nu}=\int v\,\phi_\mu\phi_\nu\,d\mathbf r$ with

$$
v=f_\rho-2\nabla\cdot(f_\sigma\nabla\rho)+\nabla^2f_\ell. \tag{15}
$$

The model functional is

$$
f=-C\rho^{4/3}\Big[1+\frac{z}{2\sqrt{1+z^2}}\Big],\qquad C=\tfrac34\Big(\frac3\pi\Big)^{1/3},\qquad z=\frac p5+\frac q{10}+\frac1{20}\Big(\frac{\tau}{\tau_u}-1\Big), \tag{11}
$$

with $p=c\,\sigma\rho^{-8/3}$, $q=c\,\ell\rho^{-5/3}$, $c=1/[4(3\pi^2)^{2/3}]$ and $\tau_u=\tfrac3{10}(3\pi^2)^{2/3}\rho^{5/3}$.

The two-centre model has A and B 2 bohr apart on the $z$ axis. Its normalized functions are, in order, $s$ (exponents 2.0, 0.5) and $p_z$ (0.5) on A, then $s$ (1.5, 0.4) and $p_x$ (0.4) on B, in bohr$^{-2}$. The core orbital, $\phi_i$ and $\phi_a$ result from orthonormalizing, in this order,

$$
\begin{aligned}
&(0.5,\,0.5,\,0,\,0.3,\,0.3,\,0),\\
&(0.2,\,0.2,\,0.3,\,-0.3,\,-0.5,\,0),\\
&(0.3,\,-0.5,\,0.5,\,0.2,\,0.3,\,0.5).
\end{aligned} \tag{10}
$$

The fine grid has 80 radial, 48 polar and 8 azimuthal points per centre, the coarse one 20, 10 and 8.

## The kernel contraction and the derivative orders

The symbols carried over are these. The real basis functions are $\phi_\mu$, the symmetric density matrix is $P$, and $f$ is a function of $\rho$, $\sigma=|\nabla\rho|^2$, $\tau$ and $\ell=\nabla^2\rho$, with subscripts for partial derivatives. The matrix $V$ of equation (1) is the derivative of the grid energy (7) with respect to $P$. Integration by parts converts it, when $f$ is independent of $\tau$, into matrix elements of the potential $v$ of equation (15). The model has a core orbital and an orbital $\phi_i$, both doubly occupied, and an empty orbital $\phi_a$.

The different forms of the matrix agree when the surface terms vanish and the integrals are converged. A radial density $\rho=e^{-2r^2}+\tfrac15e^{-r^2}$ provides a check with the model (11), its $\tau$ term removed. For $\chi=e^{-r^2}$, the form with $\nabla^2\chi$, the once-integrated form with $\nabla f_\ell$ and the form with $v$ all give $-3.107915$ hartree. For $\chi=e^{-3r^2}$ all three give $-0.897972$ hartree. These forms use second, third and fourth derivatives of the density, respectively.

On a finite molecular grid, however, integration by parts holds only within the quadrature error. This is seen most simply with two energy densities that differ by a divergence. For any smooth $g(\rho)$,

$$
\nabla\cdot(g\nabla\rho)=g\,\ell+g'(\rho)\,\sigma, \tag{18}
$$

so $\int g\,\ell\,d\mathbf r=-\int g'\sigma\,d\mathbf r$ when the surface term vanishes. The choice $g=\rho^{-1/3}/10$ has $g'=-\rho^{-4/3}/30$. The Laplacian form $\rho^{-1/3}\ell/10$ and the GGA form $\rho^{-4/3}\sigma/30$ then have the same energy for every admissible $P$, and hence the same matrix. In the two-centre model their matrices differ by at most $5.7\times10^{-8}$ hartree on the fine grid, but by up to $1.9\times10^{-2}$ hartree on the coarse one. The coarse grid still integrates the density to 3.99971 electrons instead of 4, so a good electron number does not certify the matrix integrals: at least one of the two matrices carries a quadrature error of order $10^{-2}$ hartree. It also follows that an energy density has no unique pointwise meaning: adding a divergence whose surface terms vanish, both in the energy and in its first variation, changes its values while leaving the converged energy and matrix unchanged.

This distinction matters in a self-consistent calculation. Equation (1) gives the stationary condition of the energy that the grid evaluates. A matrix built from $v$ on the same grid can differ from that derivative by the quadrature error, so the computed energy need not be stationary at the solution. Equation (1) is thus consistent with the grid energy, and for a GGA or a functional with $f_{\ell\ell}\neq0$ it also needs a lower derivative order than the multiplicative form.

For the response, let $P$ change to $P+\lambda P'$ with a symmetric trial matrix $P'$. The kernel contraction is the directional derivative

$$
K[P']=\frac{d}{d\lambda}V[P+\lambda P']\Big|_{\lambda=0}. \tag{19}
$$

The trial density and its gradient have the same form as equations (3) and (4),

$$
\rho'=\sum_{\mu\nu}P'_{\mu\nu}\phi_\mu\phi_\nu,\qquad
\nabla\rho'=2\sum_{\mu\nu}P'_{\mu\nu}\,\phi_\nu\nabla\phi_\mu, \tag{20}
$$

where a prime now marks a first-order change. The squared gradient along the path is

$$
|\nabla\rho+\lambda\nabla\rho'|^2=\sigma+2\lambda\nabla\rho\cdot\nabla\rho'+\lambda^2|\nabla\rho'|^2, \tag{21}
$$

so its first-order change is $\sigma'=2\nabla\rho\cdot\nabla\rho'$. For a GGA the matrix to be differentiated is

$$
V_{\mu\nu}=\int\big[f_\rho\,\phi_\mu\phi_\nu+2f_\sigma\nabla\rho\cdot\nabla(\phi_\mu\phi_\nu)\big]d\mathbf r. \tag{22}
$$

The basis functions do not change. The chain rule gives

$$
f_\rho'=f_{\rho\rho}\rho'+f_{\rho\sigma}\sigma',\qquad
f_\sigma'=f_{\rho\sigma}\rho'+f_{\sigma\sigma}\sigma', \tag{23}
$$

and the product rule gives $(f_\sigma\nabla\rho)'=f_\sigma'\nabla\rho+f_\sigma\nabla\rho'$. Substitution yields equation (2). The term $f_\sigma\nabla\rho'$ contains a first derivative of $f$, not a second one. It is present because $\sigma$ is quadratic in the density, so that the direction and length of $\nabla\rho$ in equation (22) change along with $f_\sigma$.

As for $V$, the contraction is one matrix product plus its transpose, $K=Y+Y^T$, where

$$
Y_{\mu\nu}=\sum_gw_g\,\phi_\mu\big[\tfrac12f_\rho'\phi_\nu+2(f_\sigma'\nabla\rho+f_\sigma\nabla\rho')\cdot\nabla\phi_\nu\big]. \tag{24}
$$

The quantities $\nabla\rho$, $f_\sigma$, $f_{\rho\rho}$, $f_{\rho\sigma}$ and $f_{\sigma\sigma}$ belong to the reference state. They amount to seven numbers per grid point and can be kept while many trial matrices are processed. The contraction is linear in $P'$, and could be written with a four-index array acting on $P'$, but that array is never needed.

In response calculations the trial matrix arises from mixing occupied and empty orbitals. Let $c_i$ and $c_a$ be the coefficient vectors of $\phi_i$ and $\phi_a$, and rotate the occupied one to $c(\theta)=\cos\theta\,c_i+\sin\theta\,c_a$. The contribution of this doubly occupied orbital to the density matrix is $2c(\theta)c(\theta)^T$. At $\theta=0$ its first derivative is

$$
P'=2\big(c_ic_a^T+c_ac_i^T\big),\qquad \rho'=4\phi_i\phi_a, \tag{25}
$$

because $c'(0)=c_a$ and the two terms of $P'$ give equal densities. Its integral vanishes by orthogonality, so the rotation moves charge without creating any.

A single transition matrix such as $T=4c_ic_a^T$ is not symmetric. Since $\phi_\mu\phi_\nu$ is symmetric, the density of $T$ depends on its symmetric part $\tfrac12(T+T^T)$, which is the $P'$ of equation (25). The antisymmetric part has no density and, for a GGA, no kernel contribution. Equation (20) for the gradient must nevertheless be applied to the symmetrized matrix. With $T$ itself it would give $8\phi_a\nabla\phi_i$ instead of

$$
\nabla\rho'=4(\phi_i\nabla\phi_a+\phi_a\nabla\phi_i), \tag{26}
$$

while $\rho'$ would still be right. In the two-centre model with PBE exchange this changes an element of $K$ by as much as 0.0178 hartree.

The quadratic form of the kernel gives a compact check and shows the role of each term. Multiply equation (2) by $P'_{\mu\nu}$ and sum. Then $\phi_\mu\phi_\nu$ becomes $\rho'$ and its gradient becomes $\nabla\rho'$:

$$
\operatorname{tr}(P'K)=\int\big\{(f_{\rho\rho}\rho'+f_{\rho\sigma}\sigma')\rho'+2[(f_{\rho\sigma}\rho'+f_{\sigma\sigma}\sigma')\nabla\rho+f_\sigma\nabla\rho']\cdot\nabla\rho'\big\}d\mathbf r. \tag{27}
$$

Using $2\nabla\rho\cdot\nabla\rho'=\sigma'$ in the square bracket gives

$$
\operatorname{tr}(P'K)=\int\big[f_{\rho\rho}\rho'^2+2f_{\rho\sigma}\rho'\sigma'+f_{\sigma\sigma}\sigma'^2+2f_\sigma|\nabla\rho'|^2\big]d\mathbf r. \tag{28}
$$

This is the second derivative of $E$ along $P+\lambda P'$, since the first derivative is $\operatorname{tr}(VP')$ and $P'$ is constant. The last term comes from the $\lambda^2$ term of equation (21), whose second derivative is $2|\nabla\rho'|^2$.

For a uniform reference density, $\nabla\rho=0$ and therefore $\sigma'=0$. If $f$ is smooth in $\sigma$ at $\sigma=0$, the remaining terms are $f_{\rho\rho}\rho'^2+2f_\sigma|\nabla\rho'|^2$. For a density wave $\rho'\propto\cos(\mathbf k\cdot\mathbf r)$, the spatial average of $|\nabla\rho'|^2$ is $k^2$ times that of $\rho'^2$, so the kernel is

$$
f_{xc}(k)=f_{\rho\rho}+2f_\sigma k^2. \tag{29}
$$

The term that survives beside the local one is the one with the first derivative $f_\sigma$. The unbounded growth with $k^2$ marks the limit of a gradient correction: it is meant for slow density variations. The kernel is also independent of frequency, because $f$ depends on the instantaneous density; this is the adiabatic approximation.

PBE exchange makes the signs explicit. Its energy density is $f=-C\rho^{4/3}F(p)$, with $C$, $c$ and $p=c\sigma\rho^{-8/3}$ as in equation (11), and

$$
F=1+\kappa-\frac{\kappa}{1+\mu p/\kappa},\qquad
F'=\frac{\mu}{(1+\mu p/\kappa)^2},\qquad
F''=-\frac{2\mu^2/\kappa}{(1+\mu p/\kappa)^3}, \tag{30}
$$

where here a prime on $F$ means a derivative with respect to $p$, $\kappa=0.804$ and $\mu\approx0.2195$. Since $\partial p/\partial\sigma=c\rho^{-8/3}$,

$$
f_\sigma=-Cc\,\rho^{-4/3}F'<0,\qquad f_{\sigma\sigma}=-Cc^2\rho^{-4}F''>0. \tag{31}
$$

The power in the second expression is $-4/3-8/3=-4$. Thus, for PBE exchange and any trial density, the last term of equation (28) cannot be positive and the $f_{\sigma\sigma}$ term cannot be negative.

With $\rho'=4\phi_i\phi_a$ in the two-centre model, the four terms of equation (28), in order, are

$$
-0.069019-0.299556+0.238299-0.182527\approx-0.312802\ \text{hartree}. \tag{32}
$$

The rounded terms add to $-0.312803$; the last digit differs by rounding. The second difference of the energy along $P\pm\lambda P'$ gives $-0.312802$ hartree as well. Leaving out the $f_\sigma\nabla\rho'$ term would remove 0.1825 of 0.3128 hartree, or 58 per cent of the result. The gradient terms also cancel in part, so the smallness of a total would not justify dropping one of them.

Because $\rho'$ contains a factor 4 and enters twice, division by 16 gives the kernel integral over the orbital products,

$$
(ia|f_x|ia)=\frac{-0.312802}{16}=-0.01955\ \text{hartree}=-0.532\ \text{eV}. \tag{33}
$$

Here $f_x$ is the second functional derivative of the exchange energy with respect to the total density. Correlation and the Coulomb interaction are not included, so the value is one contribution to a response matrix, not an excitation energy. Its place in the curvature of the energy under the rotation follows from $c''(0)=-c_i$, which gives $P''=4(c_ac_a^T-c_ic_i^T)$ and

$$
\frac{d^2E}{d\theta^2}\Big|_0=\operatorname{tr}(VP'')+\operatorname{tr}(P'K)=4(V_{aa}-V_{ii})+16\,(ia|f_x|ia), \tag{34}
$$

with $V_{aa}=c_a^TVc_a$ and likewise for $V_{ii}$. The first part is the change of the orbital matrix elements at fixed potential, and the second is the response of the potential.

The full matrix $K$ can be tested by differences of $V$ along the rotated orbitals. This path has the first derivative $P'$, and its density is a sum of squares, so it cannot become negative. The largest deviation of an element is $1.9\times10^{-9}$ hartree for PBE exchange.

A Laplacian functional is treated in the same way. Let $\tau'$ and $\ell'$ be formed from $P'$ as $\tau$ and $\ell$ are from $P$. For each $x$ among $\rho,\sigma,\tau,\ell$ define

$$
f_x'=f_{x\rho}\rho'+f_{x\sigma}\sigma'+f_{x\tau}\tau'+f_{x\ell}\ell'. \tag{35}
$$

Differentiating equation (1) then gives

$$
\begin{aligned}
K_{\mu\nu}=\int\Big[&f_\rho'\phi_\mu\phi_\nu+2(f_\sigma'\nabla\rho+f_\sigma\nabla\rho')\cdot\nabla(\phi_\mu\phi_\nu)\\
&+\tfrac12f_\tau'\nabla\phi_\mu\cdot\nabla\phi_\nu+f_\ell'\nabla^2(\phi_\mu\phi_\nu)\Big]d\mathbf r.
\end{aligned} \tag{36}
$$

Since $\tau$ and $\ell$ are linear in $P$, they bring no further term with a first derivative of $f$. The basis order stays at two. For the model (11) the same difference test gives a largest deviation of $1.1\times10^{-9}$ hartree.

The orders of basis derivatives required are collected here. The middle column holds for the energy, the matrix $V$ and the contraction $K$ alike.

| Functional | Energy, $V$, $K$ | Potential $v$ |
|---|---:|---:|
| $f(\rho)$ | 0 | 0 |
| GGA | 1 | 2 |
| with $\tau$, no $\ell$ | 1 | not multiplicative |
| with $\ell$, linear, no $\tau$ | 2 | 2 |
| with $\ell$, $f_{\ell\ell}\neq0$, no $\tau$ | 2 | 4 |

Adding $\tau$ to a Laplacian functional leaves the middle entry at 2. Integrating the Laplacian term by parts once gives order 3 if $f_{\ell\ell}\neq0$. For the GGA kernel the multiplicative form is $f_\rho'-2\nabla\cdot(f_\sigma'\nabla\rho+f_\sigma\nabla\rho')$. It needs second derivatives of both $\rho$ and $\rho'$, and also third partial derivatives of $f$, since the divergence acts on $f_{\rho\sigma}$ and $f_{\sigma\sigma}$. Equation (2) avoids both. The numerical output below lists the values used here, with the orthonormal orbital coefficients.

## Computed results

```
centre distance: 2.0 bohr
basis function 1: centre A, s, exponent 2.0 bohr^-2
basis function 2: centre A, s, exponent 0.5 bohr^-2
basis function 3: centre A, pz, exponent 0.5 bohr^-2
basis function 4: centre B, s, exponent 1.5 bohr^-2
basis function 5: centre B, s, exponent 0.4 bohr^-2
basis function 6: centre B, px, exponent 0.4 bohr^-2
raw coefficients, orbital core: 0.5 0.5 0.0 0.3 0.3 0.0
raw coefficients, orbital i: 0.2 0.2 0.3 -0.3 -0.5 0.0
raw coefficients, orbital a: 0.3 -0.5 0.5 0.2 0.3 0.5
orthonormal orbital core: 0.42154 0.42154 0.00000 0.25292 0.25292 0.00000
orthonormal orbital i: 0.37791 0.37791 0.46597 -0.42561 -0.73626 0.00000
orthonormal orbital a: 0.37858 -0.52367 0.74236 -0.00012 -0.00631 0.56391
grid points kept, coarse / fine: 2560 / 48080
electrons, coarse / fine: 3.9997143 / 4.0000000
Laplacian-model energy: -2.031410 hartree
V(2,5), density part: -0.185928 hartree
V(2,5), gradient part: -0.005688 hartree
V(2,5), tau part: -0.000219 hartree
V(2,5), Laplacian part: 0.000559 hartree
V(2,5), total: -0.191276 hartree
V(2,5), energy difference: -0.191276 hartree
max error of V vs energy differences, coarse: 1.6e-09 hartree
max error of V vs energy differences, fine: 1.7e-09 hartree
gauge-pair mismatch, coarse grid: 1.9e-02 hartree
gauge-pair mismatch, fine grid: 5.7e-08 hartree
radial test, product exponent 1 bohr^-2, basis orders 2/3/4: -3.10791515 -3.10791515 -3.10791515 hartree
radial test, product exponent 3 bohr^-2, basis orders 2/3/4: -0.89797223 -0.89797223 -0.89797223 hartree
potential order, GGA / linear in l / quadratic in l: 2 2 4
max kernel error, PBE exchange: 1.9e-09 hartree
max kernel error, Laplacian model: 1.1e-09 hartree
quadratic form, f_nn part: -0.069019 hartree
quadratic form, f_ns part: -0.299556 hartree
quadratic form, f_ss part: 0.238299 hartree
quadratic form, f_s part: -0.182527 hartree
quadratic form, total: -0.312802 hartree
quadratic form, second energy difference: -0.312802 hartree
(ia|f_xc|ia): -0.019550 hartree = -0.5320 eV
max error of K without symmetrising: 0.0178 hartree
```
